# When Drift Overtakes Diffusion for Copper Ions in a Thin Dielectric: a numerical check

```python
"""
Result under test: for ions of charge z in a film of thickness L, the drift
scale n0*mu*E equals the diffusion scale D*n0/L at E = kT/(z e L).
Symbols: v = z e E L/(kT), reduced voltage; s = x/L, reduced position;
R(v) = v/(1-exp(-v)), steady flux divided by its zero-field value, for fixed
source concentration n0 and a perfectly absorbing far plane.
Independent checks use hopping rates, discrete chains and a Poisson solution.
All material parameters are round model values.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_bvp, trapezoid
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.special import digamma

charge = const.e
thickness = 20e-9
temperature = 400.0
kappa = 2.7
hop_length = 0.5e-9
hop_barrier_eV = 1.2
attempt_rate = 1e13
line_voltage = 0.7
stress_field = 3e8
breakdown_field = 5e8
contact_voltage = 0.1
KV_CM = 1e5
DAY = 86400.0

thermal_energy = const.k * temperature
thermal_voltage = thermal_energy / charge


def threshold_field(z=1, temp=temperature):
    return const.k * temp / (z * charge * thickness)


def flux_ratio(v):
    return v / (-np.expm1(-v))


def crossing_time(v):
    """Mean crossing time in units of L^2/D, reflecting source."""
    return (v - 1 + np.exp(-v)) / v**2


def hop_velocity(field, z=1):
    """Net velocity from forward and backward rates over tilted barriers."""
    tilt = z * charge * field * hop_length / 2
    barrier = hop_barrier_eV * charge
    forward = attempt_rate * np.exp(-(barrier - tilt) / thermal_energy)
    backward = attempt_rate * np.exp(-(barrier + tilt) / thermal_energy)
    return hop_length * (forward - backward)


def steady_chain(energy):
    """Concentrations and flux ratio on a chain; energy is in units of kT."""
    cells = len(energy) - 1
    step = np.diff(energy)
    p, q = np.exp(-step / 2), np.exp(step / 2)
    bands = np.zeros((3, cells - 1))
    bands[0, 1:] = q[1:-1]
    bands[1] = -(q[:-1] + p[1:])
    bands[2, :-1] = p[1:-1]
    source = np.zeros(cells - 1)
    source[0] = -p[0]
    inner = solve_banded((1, 1), bands, source)
    density = np.concatenate(([1.0], inner, [0.0]))
    return density, cells * (p[0] * density[0] - q[0] * density[1])


def chain_time(v, cells=2000):
    """Mean exit time from the first site, in units of L^2/D."""
    p, q = np.exp(v / cells / 2), np.exp(-v / cells / 2)
    bands = np.zeros((3, cells))
    bands[0, 1:] = p
    bands[1] = -(p + q)
    bands[1, 0] = -p
    bands[2, :-1] = q
    return solve_banded((1, 1), bands, -np.ones(cells))[0] / cells**2


# Crossover field and Einstein relation from the hopping rates.
diffusivity = hop_length**2 * attempt_rate * np.exp(
    -hop_barrier_eV * charge / thermal_energy)
E1 = threshold_field()
for z in (1, 2):
    found = brentq(lambda E: hop_velocity(E, z) - diffusivity / thickness,
                   1e3, 1e8)
    assert abs(found / threshold_field(z) - 1) < 1e-4
mobility = hop_velocity(E1) / E1
assert abs(mobility * thermal_voltage / diffusivity - 1) < 1e-4

# Flux, drift share and crossing time from discrete chains.
grid = np.linspace(0, 1, 2001)
for v in (-2.0, 0.5, 1.0, 3.0, 20.0):
    density, flux = steady_chain(-v * grid)
    assert abs(flux / flux_ratio(v) - 1) < 1e-5
    share = trapezoid(v * density / flux, grid)
    assert abs(share - (1 - 1 / flux_ratio(v))) < 1e-4
for v in (0.5, 1.0, 2.5, 20.0):
    # The reflecting site shifts the effective length by half a cell.
    assert abs(chain_time(v) / crossing_time(v) - 1) < 1.5e-3
assert abs(chain_time(0.0) - 0.5) < 1e-3


def uneven_energy(s):
    return -s + 1.5 * np.sin(np.pi * s) + 0.4 * np.sin(2 * np.pi * s)


uneven_integral = quad(lambda s: np.exp(uneven_energy(s)), 0, 1)[0]
assert abs(steady_chain(uneven_energy(grid))[1] * uneven_integral - 1) < 1e-5

# Alternative meanings of "comparable".
v_double = brentq(lambda v: flux_ratio(v) - 2, 0.1, 10)
v_times = brentq(lambda E: thickness / hop_velocity(E)
                 - thickness**2 / (2 * diffusivity), 1e4, 1e8) / E1
v_half = brentq(lambda v: crossing_time(v) - 0.25, 0.1, 10)
assert abs(v_times - 2) < 1e-3
assert abs(chain_time(v_half) / chain_time(0.0) - 0.5) < 1e-3

# Image attraction to both metal plates.
permittivity = kappa * const.epsilon_0
image_strength = charge**2 / (
    16 * np.pi * permittivity * thickness * thermal_energy)


def image_energy(s):
    return image_strength * (
        2 * np.euler_gamma + digamma(s) + digamma(1 - s))


order = np.arange(1, 20001)
for s in (0.1, 0.5, 0.8):
    explicit = -1 / s + np.sum(2 / order - 1 / (order - s) - 1 / (order + s))
    assert abs(image_strength * explicit - image_energy(s)) < 1e-7
image_zero = quad(lambda s: np.exp(image_energy(s)), 0, 1)[0]
image_bias = quad(lambda s: np.exp(image_energy(s) - s), 0, 1)[0]
image_ratio = image_zero / image_bias
assert flux_ratio(1.0) < image_ratio < np.exp(0.5)


# Coupled Poisson and drift-diffusion problem at one thermal voltage.
def solve_space_charge(coupling, mesh, guess, flux_guess):
    def equations(s, y, parameter):
        potential, field, density = y
        return np.vstack((-field, coupling * density,
                          density * field - parameter[0]))

    def boundaries(left, right, parameter):
        return np.array([left[0] - 1, right[0], left[2] - 1, right[2]])

    return solve_bvp(equations, boundaries, mesh, guess, p=[flux_guess],
                     tol=1e-7, max_nodes=20000)


mesh = np.linspace(0, 1, 101)
guess = np.vstack((1 - mesh, np.ones_like(mesh), 1 - mesh))
flux_guess = flux_ratio(1.0)
density_scale = permittivity * thermal_energy / (charge * thickness)**2
space_results = []
previous_flux = flux_ratio(1.0)
for source_cm3 in (1e15, 1e16, 1e17):
    coupling = source_cm3 * 1e6 / density_scale
    solution = solve_space_charge(coupling, mesh, guess, flux_guess)
    assert solution.success
    space_flux = solution.p[0]
    potential = solution.sol(grid)[0]
    integral_flux = np.exp(potential[0]) / trapezoid(np.exp(potential), grid)
    assert abs(space_flux / integral_flux - 1) < 1e-4
    assert space_flux < previous_flux
    spacing_nm = (source_cm3 * 1e6)**(-1 / 3) * 1e9
    space_results.append((source_cm3, coupling, space_flux, spacing_nm))
    previous_flux = space_flux
    mesh, guess, flux_guess = solution.x, solution.y, space_flux

# Example at line voltage and in a stress test.
v_line = line_voltage / thermal_voltage
v_stress = stress_field / E1
v_contact = contact_voltage / thermal_voltage
time_unit = thickness**2 / diffusivity
stress_gain = hop_velocity(stress_field) / (mobility * stress_field)
small_gain = hop_velocity(E1) * thickness / diffusivity - 1
assert stress_gain > 1 and 0 < small_gain < 1e-4


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("film thickness", thickness * 1e9, "nm")
show("temperature", temperature, "K")
show("relative permittivity", kappa)
show("hop length", hop_length * 1e9, "nm")
show("hop barrier", hop_barrier_eV, "eV")
show("attempt rate", attempt_rate, "1/s")
show("thermal energy", thermal_voltage, "eV")
show("crossover field, v=1", E1 / KV_CM, "kV/cm")
show("crossover field, charge 2", threshold_field(2) / KV_CM, "kV/cm")
for temp in (300.0, 600.0):
    show(f"crossover field at {temp:.0f} K",
         threshold_field(temp=temp) / KV_CM, "kV/cm")
show("flux / zero-field flux at v=1", flux_ratio(1.0))
show("mean drift share at v=1", 1 - 1 / flux_ratio(1.0))
for name, v in (("flux doubled", v_double), ("separate times equal", v_times),
                ("mean time halved", v_half)):
    show(name + ", v", v)
    show(name + ", field", v * E1 / KV_CM, "kV/cm")
show("diffusion coefficient", diffusivity * 1e4, "cm2/s", 3)
show("mobility", mobility * 1e4, "cm2/Vs", 3)
show("mean time, zero field", time_unit / 2 / DAY, "days", 3)
show("mean time, v=1", time_unit * crossing_time(1.0) / DAY, "days", 3)
show("line voltage", line_voltage, "V")
show("line field", line_voltage / thickness / KV_CM, "kV/cm")
show("line v", v_line)
show("mean time, line voltage",
     time_unit * crossing_time(v_line) / DAY, "days", 3)
show("stress field", stress_field / 1e8, "MV/cm")
show("stress v", v_stress)
show("hopping speed / linear drift, stress", stress_gain)
show("hopping correction at v=1", small_gain, "", 2)
show("contact difference", contact_voltage, "V")
show("contact difference / thermal voltage", v_contact)
show("flux ratio, contact aids v=1", flux_ratio(1 + v_contact))
show("flux ratio, contact opposes v=1", flux_ratio(1 - v_contact))
show("image energy at centre / kT", image_energy(0.5))
show("image: zero-field flux factor", 1 / image_zero)
show("image: flux ratio at v=1", image_ratio)
show("density for unit space-charge coupling", density_scale / 1e6,
     "1/cm3", 3)
for source_cm3, coupling, space_flux, spacing_nm in space_results:
    print(f"source {source_cm3:.0e} 1/cm3: coupling {coupling:.3g}, "
          f"flux ratio {space_flux:.4g}, spacing {spacing_nm:.3g} nm")
show("rough breakdown field", breakdown_field / 1e8, "MV/cm")
show("crossover / breakdown field", E1 / breakdown_field, "", 2)
print("all tests passed")
```

Output:

```
film thickness: 20 nm
temperature: 400 K
relative permittivity: 2.7
hop length: 0.5 nm
hop barrier: 1.2 eV
attempt rate: 1e+13 1/s
thermal energy: 0.03447 eV
crossover field, v=1: 17.23 kV/cm
crossover field, charge 2: 8.617 kV/cm
crossover field at 300 K: 12.93 kV/cm
crossover field at 600 K: 25.85 kV/cm
flux / zero-field flux at v=1: 1.582
mean drift share at v=1: 0.3679
flux doubled, v: 1.594
flux doubled, field: 27.47 kV/cm
separate times equal, v: 2
separate times equal, field: 34.47 kV/cm
mean time halved, v: 2.557
mean time halved, field: 44.07 kV/cm
diffusion coefficient: 1.9e-17 cm2/s
mobility: 5.51e-16 cm2/Vs
mean time, zero field: 1.22 days
mean time, v=1: 0.897 days
line voltage: 0.7 V
line field: 350 kV/cm
line v: 20.31
mean time, line voltage: 0.114 days
stress field: 3 MV/cm
stress v: 174.1
hopping speed / linear drift, stress: 1.998
hopping correction at v=1: 2.6e-05
contact difference: 0.1 V
contact difference / thermal voltage: 2.901
flux ratio, contact aids v=1: 3.982
flux ratio, contact opposes v=1: 0.3339
image energy at centre / kT: -0.5362
image: zero-field flux factor: 2.676
image: flux ratio at v=1: 1.614
density for unit space-charge coupling: 1.29e+16 1/cm3
source 1e+15 1/cm3: coupling 0.0778, flux ratio 1.576, spacing 100 nm
source 1e+16 1/cm3: coupling 0.778, flux ratio 1.524, spacing 46.4 nm
source 1e+17 1/cm3: coupling 7.78, flux ratio 1.191, spacing 21.5 nm
rough breakdown field: 5 MV/cm
crossover / breakdown field: 0.0034
all tests passed
```
